\section*{Short-range order and the resistivity of alloys in Born approximation}

\section{From atomic correlations to a scattering rate}

Q: Ordering makes an alloy more regular, and a regular crystal scatters less. Why should short-range order ever raise the resistivity?

A: The argument assumes that every Fourier component of the disorder becomes weaker. Let us test that. Take $N$ atoms on a rigid cubic Bravais lattice with volume $\Omega$ per atom. The occupation $\sigma_i$ is 1 for a B atom and 0 for an A atom, with mean $c$. There is no long-range order. I use atomic units, with $\hbar=m=e=1$. If $\Delta v(\mathbf r)$ is the B potential minus the A potential, the crystal potential is
\begin{equation}
V(\mathbf r)=\sum_i\left[v_A(\mathbf r-\mathbf R_i)+c\,\Delta v(\mathbf r-\mathbf R_i)\right]
+\sum_i(\sigma_i-c)\,\Delta v(\mathbf r-\mathbf R_i).
\end{equation}
The first sum is periodic and gives Bragg scattering and bands. I drop it and use free electrons, which is an assumption about the metal. The second sum causes resistance.

For plane waves normalized in the volume $N\Omega$, with $\mathbf q=\mathbf k'-\mathbf k$, its matrix element is
\begin{equation}
M=\frac{\Delta v(\mathbf q)}{N\Omega}\sum_i(\sigma_i-c)e^{-i\mathbf q\cdot\mathbf R_i},\qquad
\Delta v(\mathbf q)=\int\Delta v(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r .
\end{equation}

Q: Where do the Warren-Cowley parameters enter?

A: They enter when $|M|^2$ is averaged over configurations. For two sites separated by $\mathbf R$, define
\begin{equation}
\alpha(\mathbf R)=\frac{\langle\sigma_0\sigma_{\mathbf R}\rangle-c^2}{c(1-c)},\qquad \alpha(0)=1 .
\end{equation}
The last value follows from $\sigma^2=\sigma$. Ordering, meaning an excess of unlike nearest neighbours, has $\alpha_1<0$; clustering has $\alpha_1>0$. The double sum over sites contains $N$ equivalent pairs for each separation, so
\begin{equation}
\langle|M|^2\rangle=\frac{c(1-c)}{N\Omega^2}|\Delta v(\mathbf q)|^2S(\mathbf q),\qquad
S(\mathbf q)=\sum_{\mathbf R}\alpha(\mathbf R)e^{i\mathbf q\cdot\mathbf R}.
\label{eq:matrix}
\end{equation}
As a mean square, $S$ cannot be negative. Its average over a Brillouin zone is $\alpha(0)=1$, because every other phase averages to zero. Short-range order therefore cannot lower $S$ everywhere. It moves scattering strength from some wavevectors to others, and the resistivity depends on which of them the electrons sample.

\section{The resistivity}

Q: But $S(\mathbf q)$ has cubic, not spherical, symmetry. A single relaxation time is then unjustified.

A: In general it is, so I start from the Boltzmann equation. The golden rule gives the rate $2\pi\langle|M|^2\rangle\delta(E-E')$. The number of final states per unit energy and spin is $N\Omega k_F/(2\pi^2)$. Multiplying these, the rate kernel for an average over final directions is
\begin{equation}
w(\mathbf k,\mathbf k')=2\pi\,\frac{N\Omega k_F}{2\pi^2}\langle|M|^2\rangle
=\frac{c(1-c)k_F}{\pi\Omega}|\Delta v(\mathbf q)|^2S(\mathbf q).
\end{equation}
Let angle brackets now denote averages over the Fermi sphere, and define
$(L\phi)(\mathbf k)=\langle w(\mathbf k,\mathbf k')[\phi(\mathbf k)-\phi(\mathbf k')]\rangle_{\mathbf k'}$.
For a unit force along $\mathbf u$, the steady deviation obeys $L\phi=k_u$, since velocity equals wavevector in these units. With the density of states $k_F/\pi^2$ for both spins, the conductivity is
\begin{equation}
\sigma=\frac{k_F}{\pi^2}\langle k_uL^{-1}k_u\rangle .
\end{equation}
The kernel is symmetric and non-negative. I assume that it connects the whole sphere, so $L$ is positive on functions with zero mean, such as $k_u$. For any such trial function, the Cauchy-Schwarz inequality gives
\begin{equation}
\langle k_u\phi\rangle^2\le\langle k_uL^{-1}k_u\rangle\langle\phi L\phi\rangle
\quad\Rightarrow\quad
\frac1\sigma\le\frac{\pi^2}{k_F}\frac{\langle\phi L\phi\rangle}{\langle k_u\phi\rangle^2}.
\label{eq:bound}
\end{equation}

Choose $\phi=k_u$, a rigidly displaced Fermi sphere. Its norm is $\langle k_u^2\rangle=k_F^2/3$. Symmetry of $w$ under exchange of its arguments gives
\begin{equation}
\langle k_uLk_u\rangle=\tfrac12\langle w\,q_u^2\rangle_{\mathbf k,\mathbf k'}
=\tfrac16\langle w\,q^2\rangle_{\mathbf k,\mathbf k'}.
\end{equation}
The last step holds because $\langle w q_iq_j\rangle$ is a cubic tensor, hence a multiple of the unit tensor.

At fixed $q$, rotating $\mathbf k$ and $\mathbf k'$ together gives all directions of $\mathbf q$ equal weight. For a spherical contrast $\Delta v(q)$, each phase can thus be averaged:
\begin{equation}
\frac12\int_{-1}^{1}e^{iqRt}\,dt=\frac{\sin qR}{qR}.
\end{equation}
Set $q=2k_Fx$. The scattering angle obeys $\cos\theta=1-2x^2$, so $\frac12|d\cos\theta|=2x\,dx$. With $q^2=4k_F^2x^2$,
\begin{equation}
\langle k_uLk_u\rangle=\frac{c(1-c)k_F}{\pi\Omega}\frac{k_F^2}{3}
\int_0^1 4x^3|\Delta v(2k_Fx)|^2\bar S(x)\,dx .
\end{equation}
Inserting this in \eqref{eq:bound} leaves the factor
$(\pi^2/k_F)(9/k_F^4)(k_F^3/3\pi)=3\pi/k_F^2$, and hence
\begin{align}
\rho&=\frac{3\pi c(1-c)}{\Omega k_F^2}\int_0^1 4x^3|\Delta v(2k_Fx)|^2\bar S(x)\,dx,
\label{eq:rho}\\
\bar S(x)&=1+\sum_sZ_s\alpha_s\frac{\sin(y_sx)}{y_sx},\qquad y_s=2k_FR_s .
\end{align}
Here $Z_s$ is the number of neighbours at distance $R_s$. This $\rho$ is an upper bound on the Boltzmann resistivity for the same rates. If $w$ depends on the scattering angle alone, $k_u$ is an eigenfunction of $L$ and the bound is attained.

Q: Then what decides the sign of the change?

A: Divide by $\rho_0$, the value for all $\alpha_s=0$, at fixed composition, lattice, contrast and $k_F$:
\begin{equation}
\frac{\Delta\rho}{\rho_0}=\sum_sZ_s\alpha_sG(y_s),\qquad
G(y)=\frac{\int_0^1 4x^3|\Delta v|^2\,\frac{\sin yx}{yx}\,dx}{\int_0^1 4x^3|\Delta v|^2\,dx}.
\label{eq:change}
\end{equation}
Each shell contributes with the sign of $\alpha_sG(y_s)$. Ordering of nearest neighbours lowers $\rho$ where $G(y_1)>0$ and raises it where $G(y_1)<0$. The other shells can reverse the total. One caution concerns small changes. The formula is exact for the random alloy but an upper bound for the ordered one. A negative sum therefore guarantees a lower Boltzmann resistivity, while a positive sum close to zero does not guarantee a higher one.

\section{The sign of one shell}

Q: Is a negative $G$ a real possibility, or a peculiarity of some chosen potential?

A: Take a contact contrast, for which $\Delta v(q)$ is constant. Since $\int_0^1 4x^3dx=1$, two integrations by parts give
\begin{align}
G(y)&=\frac4y\int_0^1x^2\sin(yx)\,dx\nonumber\\
&=\frac4y\left[-\frac{\cos y}{y}+\frac{2\sin y}{y^2}+\frac{2(\cos y-1)}{y^3}\right]
=\frac{4\mathcal N(y)}{y^4},\\
\mathcal N(y)&=-y^2\cos y+2y\sin y+2\cos y-2 .
\end{align}
In the derivative, the terms $\mp2y\cos y$ and $\pm2\sin y$ cancel, leaving $\mathcal N'(y)=y^2\sin y$. So $\mathcal N$ is monotonic between successive multiples of $\pi$. It starts from $\mathcal N(0)=0$ and rises up to $y=\pi$. For $n\ge1$,
\begin{equation}
\mathcal N(2\pi n)=-4\pi^2n^2<0,\qquad
\mathcal N((2n+1)\pi)=(2n+1)^2\pi^2-4>0 .
\end{equation}
There is therefore one zero in each interval $(n\pi,(n+1)\pi)$ with $n\ge1$, and $G$ changes sign at each. The first three are at $y=4.09$, $7.62$ and $10.79$.

Q: And for a contrast of finite range?

A: For $y\le\pi$ the function $\sin(yx)/(yx)$ is non-negative throughout the integral, so $G>0$ for any contrast. If all correlated shells have $y_s\ll1$, then $G\to1$ and
\begin{equation}
\frac{\Delta\rho}{\rho_0}\to\sum_sZ_s\alpha_s=S(0)-1 .
\end{equation}
Long waves sense composition fluctuations over many atoms. Order that suppresses these, with $S(0)<1$, lowers the resistivity. This is the regime in which your first argument works.

For large $y$, put $h(x)=x^2|\Delta v(2k_Fx)|^2$ and integrate by parts once. The lower limit vanishes because $h(0)=0$. For smooth $h$ with $h(1)\ne0$, away from zeros of $\cos y$,
\begin{equation}
G(y)\simeq-\frac{4|\Delta v(2k_F)|^2\cos y}{y^2\int_0^14x^3|\Delta v|^2dx}.
\end{equation}
The surviving term comes from $x=1$, which is backscattering. The sign follows the phase $2k_FR$, the phase difference between waves sent straight back by two atoms lined up along the beam. At moderate $y$ the range of the contrast moves the zeros, so they must be computed.

Q: Has this been compared with actual arrangements of atoms, rather than with assumed values of $\alpha$?

A: Yes, with random fcc crystals of 4096 sites whose correlations are known by construction. Each atom keeps its own random occupation or, with probability one half, takes that of a randomly chosen neighbour. Copying produces clustering; inverting, done at $c=0.5$, produces ordering. Two atoms that are nearest neighbours share four common neighbours, so
\begin{equation}
\alpha_1=\pm\frac{2(1/2)(1/2)}{12}+4\left(\frac{1/2}{12}\right)^2=0.0486\ \text{or}\ -0.0347 .
\end{equation}
The Fourier intensities of the occupations were summed directly over $q<2k_F$, with the contrast used in the example below. Formula \eqref{eq:change} used the four shells that are correlated.

\begin{center}
\begin{tabular}{lrrr}
Arrangement & electrons/atom & direct & formula\\
clustering, $c=0.3$ & 0.1 & 15.87\% & 15.94\%\\
clustering, $c=0.3$ & 1.3 & $-1.59$\% & $-1.53$\%\\
ordering, $c=0.5$ & 0.1 & $-13.07$\% & $-12.99$\%\\
ordering, $c=0.5$ & 1.3 & 0.97\% & 0.95\%
\end{tabular}
\end{center}

The direct sums use the same displaced-sphere weight as the formula, so they test the average over shells, not the Boltzmann step. The finite grid of $\mathbf q$ in a cell of this size shifts the entries at 0.1 electrons per atom by up to about 0.15 percentage points. Both kinds of order change the sign of their effect when only the electron density, and with it $\kappa$, is changed.

\section{An alloy in the regime of brass}

Q: Give me a case with the numbers of a real conductor.

A: Take rough values for fcc brass with 30\% zinc: lattice parameter 3.7~\AA, 1.3 electrons per atom, $\alpha_1=-0.10$ and $\alpha_2=+0.10$, with farther shells set to zero. Swapping atoms in a 4096-site crystal reached $-0.099$ and $0.101$, so the two values can occur together. That does not show that the farther correlations vanish.

For the contrast I use an attractive screened Coulomb form,
\begin{equation}
\Delta v(q)=-U\Omega\frac{\kappa^2}{q^2+\kappa^2},\qquad \kappa^2=\frac{4k_F}{\pi},
\end{equation}
with the Thomas-Fermi $\kappa$ and $U=2$~eV. This strength is chosen to place the resistivity at several $\mu\Omega\,$cm. The bare valence difference would give 4.1~eV and, since $\rho\propto U^2$, about four times the resistivity. The absolute value is thus an input in disguise; the relative change does not depend on $U$ in Born approximation.

With $b=(\kappa/2k_F)^2$ and the substitution $t=x^2$, the integral in $\rho_0$ is $U^2\Omega^2I$, where
\begin{equation}
I=2b^2\int_0^1\frac{t\,dt}{(t+b)^2}
=2b^2\left[\ln\frac{1+b}{b}-\frac1{1+b}\right].
\end{equation}
Here $k_F=1.449$~\AA$^{-1}$ and $1/\kappa=0.536$~\AA, so $b=0.415$ and $I=0.179$. In ordinary units, with $E_F=8.0$~eV and $\Omega=12.66$~\AA$^3$,
\begin{align}
\rho_0&=\frac{\hbar}{e^2}\,3\pi c(1-c)\,\Omega k_F^2\left(\frac{U}{2E_F}\right)^2I\nonumber\\
&=(4108\ \Omega)(1.979)(26.57\ \text{\AA})(0.015645)(0.1792)
\approx6.06\ \mu\Omega\,\text{cm}.
\end{align}

The first shell has $R_1=2.62$~\AA, $y_1=7.58$ and $G=-0.0248$. The second has $R_2=3.70$~\AA, $y_2=10.72$ and $G=0.0009$. Therefore
\begin{equation}
\frac{\Delta\rho}{\rho_0}=12(-0.10)(-0.0248)+6(0.10)(0.0009)\approx0.030,
\end{equation}
and $\rho$ rises by about $0.18$ to $6.24~\mu\Omega\,$cm. In this model, ordering raises the resistivity.

Q: Why is the second shell so weak?

A: Its distance lies almost on a zero of $G$. For this contrast, zeros were located at $y=4.99$, $8.34$ and $10.78$. Dividing by $2k_F$ gives distances of 1.72, 2.88 and 3.72~\AA. The first shell lies between the first two, where $G$ is negative, and the second just inside the last, where $G$ is positive. Equal signs of $\alpha$ in these two shells would thus have opposite effects.

Q: What happens if I keep the order and change the number of electrons?

A: Hold $\alpha_1$, $\alpha_2$, $c$, the lattice and $U$ fixed, and let $\kappa$ follow $k_F$:

\begin{center}
\begin{tabular}{rrrr}
electrons/atom & $y_1$ & $G(y_1)$ & $\Delta\rho/\rho_0$\\
0.1 & 3.22 & 0.289 & $-35$\%\\
0.5 & 5.51 & $-0.062$ & 6.5\%\\
1.0 & 6.95 & $-0.049$ & 6.7\%\\
1.3 & 7.58 & $-0.025$ & 3.0\%\\
2.0 & 8.75 & 0.007 & $-1.8$\%\\
3.0 & 10.02 & 0.008 & $-1.1$\%
\end{tabular}
\end{center}

These are displaced-sphere values, hence upper bounds; the Boltzmann solution gives $-35$, 6.3, 6.3, 2.6, $-2.2$ and $-1.5$\%, with the same signs. The first row is a model limit, far from ordinary fcc metals. The free-electron sphere reaches the fcc zone face at 1.36 electrons per atom, so the last two rows ignore gaps that would cut the Fermi surface. At two electrons per atom, $G(y_2)=-0.0148$, so the shells contribute about $-0.9$\% each.

Q: Would you trust the 3\% for real brass?

A: I would trust neither its size nor, without a better Fermi surface, its sign. Real brass has a resistivity of roughly $6~\mu\Omega\,$cm at room temperature, but $U$ was chosen to reach that scale, and the measured figure includes phonons while $\rho_0$ does not. Annealing experiments on $\alpha$-brass are reported to show the resistivity falling as short-range order grows, opposite to this model. Copper-based alloys break the assumption of a spherical Fermi surface. Here $2k_F$ is already 98.5\% of the shortest reciprocal lattice vector. As a crude measure, changing $k_F$ by $-5$\% or $+5$\% moves the increase to 5.3\% or 1.0\% (4.9\% or 0.5\% in the Boltzmann solution). The shape of the contrast matters more. A contact contrast gives only 0.5\%, and a contrast with a node, proportional to $\cos(qr_c)$ with Lindhard screening, gives $+2.6$\%, $-2.1$\% and $-12$\% for $r_c=0.9$, 1.1 and 1.3 bohr. A third-shell $\alpha_3=0.01$ would subtract 0.3 percentage points. Band structure, $d$ states, displacements of atoms from their sites and multiple scattering between sites are not included.

The effect of some other approximations can be estimated. Replacing Born amplitudes by full single-site amplitudes, each atom taken relative to the mean potential, raises $\rho_0$ by 18\% but leaves the relative change at 3.0\%. Solving the Boltzmann equation with the cubic $S(\mathbf q)$ lowers $\rho$ by 0.4\% from the displaced-sphere value. For the random alloy the rates depend on angle alone, so $\rho_0$ is unchanged and the increase falls from 3.0\% to 2.6\%. The transport mean free path is 93~\AA, and $R_1$ is 3\% of it. Coherence depends on the path between collisions, which is shorter, about 66~\AA, but still much longer than $R_1$ here, so its loss between neighbours should be weak. At 300~K, $k_BT/E_F=0.003$; an energy shift of $k_BT$ changes $y_1$ by $y_1k_BT/(2E_F)\approx0.012$, which is small on the scale of the sign changes.

Phonons also dilute the measured percentage. A rough coupling constant of 0.13 gives $1.1~\mu\Omega\,$cm at 300~K. If this simply adds, the same $0.184~\mu\Omega\,$cm becomes 2.6\% of the total for the random alloy.

Q: Can I at least conclude that an interconnect alloy should be kept random?

A: Not from this model alone. If the alloy's Fermi surface is nearly spherical, a clearly positive $\sum_sZ_s\alpha_sG(y_s)$ suggests that the random arrangement has the lower disorder resistivity. This need not mean fewer collisions, because the resistivity weights each collision by the momentum it removes. The gain matters only if disorder supplies a large part of the total resistivity. In a narrow line, surfaces and grain boundaries add resistance that is absent here. Nor does the result extend to a long-range ordered compound. There $\alpha(\mathbf R)$ does not decay, and part of $S$, or all of it when the order is perfect, gathers into Bragg peaks. That part belongs in the periodic potential and the bands, not in a scattering rate. The main values used here are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
B fraction: 0.30; electrons per atom: 1.30
lattice parameter: 3.70 angstrom
volume per atom: 12.663 angstrom^3
contrast strength (chosen): 2.00 eV
bare valence-difference strength: 4.10 eV
alpha1, alpha2: -0.10, 0.10
alphas reached by swaps: -0.0993, 0.1006
kF: 1.4486 1/angstrom; EF: 7.995 eV
screening length: 0.5356 angstrom
shell 1: Z=12, R=2.6163 angstrom, y=7.5798
  G=-0.02482, change=2.978 %
shell 2: Z=6, R=3.7000 angstrom, y=10.7194
  G=0.00086, change=0.052 %
total SRO change: 3.030 %
rho random: 6.057 microohm cm
rho with SRO: 6.241 microohm cm
difference: 0.1835 microohm cm
contact zeros y: 4.0856 7.6231 10.7920
screened zeros y: 4.9868 8.3400 10.7760
same alphas, other electron counts (y1, G1, G2, change):
  0.1: 3.224, 0.2894, -0.0054, -35.05 %
  0.5: 5.512, -0.0620, -0.0164, 6.46 %
  1.0: 6.945, -0.0491, 0.0133, 6.69 %
  1.3: 7.580, -0.0248, 0.0009, 3.03 %
  2.0: 8.750, 0.0073, -0.0148, -1.77 %
  3.0: 10.016, 0.0080, -0.0027, -1.12 %
explicit alloys (electrons, alpha1, simulated, formula):
  clustering: 0.1, 0.0486, 15.87 %, 15.94 %
  clustering: 1.3, 0.0486, -1.59 %, -1.53 %
  ordering: 0.1, -0.0347, -13.07 %, -12.99 %
  ordering: 1.3, -0.0347, 0.97 %, 0.95 %
neglected effects:
  single-site rho0 / Born rho0: 1.181
  SRO change, single-site amplitudes: 2.977 %
  Boltzmann below displaced sphere: 0.4051 %
  SRO change at 0.95 kF: 5.273 %
  SRO change at 1.05 kF: 0.952 %
  alpha3=0.01 would add: -0.290 %
  mean free path: 92.9 angstrom
  R1 / mean free path: 0.0282
  temperature: 300 K; kT/EF: 0.00323
  phonon coupling (rough): 0.13
  phonon resistivity: 1.11 microohm cm
\end{verbatim}
